# Why the self-diffusion activation energy is not the migration barrier: a program that tests the result

```python
"""Result under test: the Arrhenius slope Q = -d ln D / d(1/kT) of vacancy
self-diffusion is Q = sum_q w_q [E_f^q(mu_star) + E_m^q], not the barrier E_m.
q: vacancy charge; w_q: share of charge q in the transport;
E_f^q(mu) = E_f^q(0) + q mu: formation energy; E_m^q: migration barrier;
mu: Fermi level above the valence-band top; mu_star = mu - T dmu/dT.
For nondegenerate carriers n, p at fixed net doping and gap E_g:
mu_star = E_g/2 + (n-p)/(n+p) (E_g/2 + 3kT/2).
Energies in eV, temperatures in K, densities in cm^-3, D in cm^2/s.
"""
from math import lgamma
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

KB = const.k / const.e
GAP = 1.2
LATTICE = 0.5e-7                       # cubic lattice constant in cm
SITES = 8 / LATTICE**3                 # atoms per cm^3, diamond structure
ATTEMPT = 1e13                         # attempt frequency in 1/s
CHARGE = np.array([0, -1])
FORM0 = np.array([3.0, 3.4])           # formation energies at mu = 0
BARRIER = np.array([0.4, 0.3])
DEGEN = np.array([1.0, 2.0])           # spin degeneracies
F_CORR = 0.5                           # correlation factor, tested below
T0 = 1200.0


def formation(mu):
    return FORM0 + CHARGE * mu


def fractions(T, mu):
    return DEGEN * np.exp(-formation(mu) / (KB * T))


def jump_rates(T):
    return ATTEMPT * np.exp(-BARRIER / (KB * T))


def band_density(T, mass):
    return 2e-6 * (mass * const.m_e * const.k * T
                   / (2 * np.pi * const.hbar**2))**1.5


Y = np.arange(0, 12, 0.02)


def filling(eta, fermi):
    """Carrier density divided by the effective band density."""
    if not fermi:
        return np.exp(eta)
    return 4 / np.sqrt(np.pi) * np.sum(Y**2 * expit(eta - Y**2)) * 0.02


def carriers(T, mu, fermi=True, hole_mass=1.0):
    n = band_density(T, 1.0) * filling((mu - GAP) / (KB * T), fermi)
    p = band_density(T, hole_mass) * filling(-mu / (KB * T), fermi)
    return n, p


def fermi_level(T, doping, fermi=True, hole_mass=1.0):
    """Neutrality of carriers, ionized dopants and charged vacancies."""
    def net_charge(mu):
        n, p = carriers(T, mu, fermi, hole_mass)
        return p - n + doping + SITES * np.sum(CHARGE * fractions(T, mu))
    return brentq(net_charge, -0.5, 1.7, xtol=1e-14, rtol=1e-14)


def diffusivity(T, mu):
    return F_CORR * LATTICE**2 / 8 * np.sum(fractions(T, mu) * jump_rates(T))


def arrhenius_slope(log_function, T):
    """Minus the derivative with respect to 1/kT, central difference."""
    beta, h = 1 / (KB * T), 1e-3 / (KB * T)
    upper = log_function(1 / (KB * (beta + h)))
    lower = log_function(1 / (KB * (beta - h)))
    return -(upper - lower) / (2 * h)


def transport_shares(T, mu):
    part = fractions(T, mu) * jump_rates(T)
    return part / part.sum()


def closed_form(T, doping, hole_mass=1.0):
    """Nondegenerate result: Fermi level, mu_star and activation energy."""
    kT = KB * T
    n_i = np.sqrt(band_density(T, 1.0) * band_density(T, hole_mass))
    n_i *= np.exp(-GAP / (2 * kT))
    u = doping / (2 * n_i)
    mu = GAP / 2 + 0.75 * kT * np.log(hole_mass) + kT * np.arcsinh(u)
    mu_star = GAP / 2 + u / np.sqrt(1 + u * u) * (GAP / 2 + 1.5 * kT)
    energy = np.sum(transport_shares(T, mu) * (formation(mu_star) + BARRIER))
    return mu, mu_star, energy


# Vacancy concentration: explicit sum over the numbers of both kinds.
# A very high temperature makes the numbers countable in a small crystal.
small, hot, mu_test = 1000, 5000.0, 0.6
weights = np.zeros((41, 41))
for a in range(41):
    for b in range(41):
        ways = (lgamma(small + 1) - lgamma(small - a - b + 1)
                - lgamma(a + 1) - lgamma(b + 1))
        energy = a * FORM0[0] + b * FORM0[1]
        added_electrons = b
        weights[a, b] = np.exp(ways + b * np.log(2)
                               - (energy - mu_test * added_electrons)
                               / (KB * hot))
weights /= weights.sum()
counted = np.array([np.sum(weights.sum(1) * np.arange(41)),
                    np.sum(weights.sum(0) * np.arange(41))]) / small
assert np.allclose(counted, fractions(hot, mu_test), rtol=0.01)

# Jump rate: one-way thermal flux over a cosine barrier by quadrature.
phase = np.linspace(0, 2 * np.pi, 2000, endpoint=False)
E_COS = BARRIER[1]


def log_flux_rate(T):
    """Log of the rate divided by the harmonic frequency of the well."""
    kT = KB * T
    well = np.mean(np.exp(-E_COS / 2 * (1 - np.cos(phase)) / kT))
    return np.log(np.sqrt(kT / (np.pi * E_COS)) / well) - E_COS / kT


assert abs(np.exp(log_flux_rate(300.0) + E_COS / (KB * 300)) - 1) < 0.03
assert abs(arrhenius_slope(log_flux_rate, 300.0) - E_COS) < 0.001
flux_slope = arrhenius_slope(log_flux_rate, T0)
assert abs(flux_slope - E_COS) < 0.02   # anharmonicity of a low barrier


def diamond_cell(L):
    """Neighbour table and bond vectors (unit a/4) of a periodic cell."""
    bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    shifts = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1]])
    near = np.zeros((2 * L**3, 4), dtype=int)
    step = np.zeros((2 * L**3, 4, 3), dtype=int)
    for cell in np.ndindex(L, L, L):
        for s in (0, 1):
            site = 2 * ((cell[0] * L + cell[1]) * L + cell[2]) + s
            sign = 1 if s == 0 else -1
            for k in range(4):
                i, j, m = (np.array(cell) - sign * shifts[k]) % L
                near[site, k] = 2 * ((i * L + j) * L + m) + 1 - s
                step[site, k] = sign * bonds[k]
    return near, step


def mean_cosine(near, step):
    """Mean cosine between successive jumps of an atom held at site 0."""
    size = len(near)
    matrix, source = np.eye(size), np.zeros(size)
    for site in range(1, size):
        matrix[site, near[site]] -= 0.25
    previous = -step[0, 0]              # the atom came from near[0, 0]
    for k in range(4):
        source[near[0, k]] = step[0, k] @ previous / 4
    return np.linalg.solve(matrix, source)[near[0, 0]] / 3


f_cell = {}
for L in (4, 8):
    near, step = diamond_cell(L)
    size = len(near)
    c = mean_cosine(near, step)
    f_cell[size] = (1 + c) / (1 - c)
    assert abs(c + (1 - 2 / size) / 3) < 1e-9
    assert abs(f_cell[size] - (size + 1) / (2 * size - 1)) < 1e-9
assert abs(f_cell[1024] - F_CORR) < 0.001

# Kinetic Monte Carlo: one vacancy per cell, switching its charge state.
near, step = diamond_cell(4)
size, copies = len(near), 1500
rng = np.random.default_rng(7)
hop_rate, switch_rate = np.array([1.0, 3.0]), np.array([2.0, 4.0])
rows = np.arange(copies)
vacancy = np.zeros(copies, dtype=int)
state = np.zeros(copies, dtype=int)
clock = np.zeros(copies)
moved = np.zeros((copies, size, 3), dtype=np.int32)
marks = []
for event in range(1, 6001):
    hop_total = 4 * hop_rate[state]
    total = hop_total + switch_rate[state]
    clock += rng.exponential(size=copies) / total
    hops = rng.random(copies) * total < hop_total
    r = rows[hops]
    old = vacancy[r]
    k = rng.integers(4, size=r.size)
    new = near[old, k]
    moved[r, old] = moved[r, new] - step[old, k]
    moved[r, new] = 0
    vacancy[r] = new
    state = np.where(hops, state, 1 - state)
    if event in (2000, 6000):
        squares = np.sum(moved.astype(float)**2) / copies
        marks.append((clock.mean(), squares))
mc_growth = (marks[1][1] - marks[0][1]) / (marks[1][0] - marks[0][0])
occupation = switch_rate[::-1] / switch_rate.sum()
expected_growth = f_cell[size] * 3 * 4 * np.sum(occupation * hop_rate)
assert abs(mc_growth / expected_growth - 1) < 0.02   # sampling noise

# Activation energies for several dopings.
kT0 = KB * T0
table = []
for doping in (-1e19, 0.0, 1e18, 1e19):
    mu = fermi_level(T0, doping)
    n, p = carriers(T0, mu)
    assert SITES * fractions(T0, mu).sum() < 1e-5 * (n + p)
    slope = arrhenius_slope(
        lambda T: np.log(diffusivity(T, fermi_level(T, doping))), T0)
    pinned = arrhenius_slope(lambda T: np.log(diffusivity(T, mu)), T0)
    shares = transport_shares(T0, mu)
    naive = np.sum(shares * (formation(mu) + BARRIER))
    assert abs(pinned - naive) < 1e-4
    mu_ideal, mu_star, q_ideal = closed_form(T0, doping)
    assert abs(slope - q_ideal) < 0.006   # weak carrier degeneracy
    for mass in (1.0, 0.5):
        boltz = arrhenius_slope(lambda T: np.log(diffusivity(
            T, fermi_level(T, doping, False, mass))), T0)
        level = fermi_level(T0, doping, False, mass)
        derivative = (fermi_level(T0 + 1, doping, False, mass)
                      - fermi_level(T0 - 1, doping, False, mass)) / 2
        ideal = closed_form(T0, doping, mass)
        assert abs(level - ideal[0]) < 1e-5
        assert abs(level - T0 * derivative - ideal[1]) < 1e-4
        assert abs(boltz - ideal[2]) < 1e-4
    table.append((doping, mu, mu_star, n, p, diffusivity(T0, mu),
                  shares[1], slope, q_ideal, naive))

intrinsic, strong = table[1], table[3]
negative_ratio = (fractions(T0, strong[1])[1]
                  / fractions(T0, intrinsic[1])[1])
carrier_ratio = strong[3] / intrinsic[3]
assert abs(negative_ratio / carrier_ratio - 1) < 0.03   # weak degeneracy


def log_frozen(T):
    """Diffusivity per vacancy: the total population does not change."""
    mu = fermi_level(T, 1e19)
    return np.log(diffusivity(T, mu) / fractions(T, mu).sum())


frozen = arrhenius_slope(log_frozen, T0)
assert abs(frozen - BARRIER[1]) < 0.01
T_low, T_high = 1100.0, 1300.0
D_low = diffusivity(T_low, fermi_level(T_low, 1e19))
D_high = diffusivity(T_high, fermi_level(T_high, 1e19))
delta_beta = 1 / (KB * T_low) - 1 / (KB * T_high)
two_point = np.log(D_high / D_low) / delta_beta
assert abs(two_point - strong[7]) < 0.03   # slope varies over the interval

print(f"gap {GAP} eV, lattice constant {LATTICE * 1e7:.1f} nm")
print(f"site density {SITES:.2e} cm^-3, attempt frequency {ATTEMPT:.0e} 1/s")
print(f"formation energies at mu=0: neutral {FORM0[0]}, negative {FORM0[1]} eV")
print(f"barriers: neutral {BARRIER[0]}, negative {BARRIER[1]} eV")
print(f"spin degeneracies: neutral {DEGEN[0]:.0f}, negative {DEGEN[1]:.0f}")
print(f"temperature {T0:.0f} K, kT {kT0:.4f} eV, 3kT/2 {1.5 * kT0:.4f} eV")
print(f"effective band density {band_density(T0, 1.0):.3e} cm^-3")
print(f"slope of flux over the 0.3 eV cosine barrier {flux_slope:.4f} eV")
for cell_size, value in f_cell.items():
    print(f"correlation factor, cell of {cell_size} sites: {value:.5f}")
print(f"Monte Carlo / formula for D: {mc_growth / expected_growth:.4f}")
for row in table:
    print(f"net doping {row[0]:.0e} cm^-3:")
    print(f"  mu {row[1]:.4f} eV, mu_star (closed form) {row[2]:.4f} eV")
    print(f"  n {row[3]:.3e} cm^-3, p {row[4]:.3e} cm^-3")
    print(f"  D {row[5]:.3e} cm^2/s, negative transport share {row[6]:.4f}")
    print(f"  Q numerical {row[7]:.4f} eV, Q closed form {row[8]:.4f} eV")
    print(f"  sum with E_f at actual mu (fixed mu) {row[9]:.4f} eV")
print("strong n-type, doping 1e19 cm^-3:")
print(f"  negative E_f at mu {formation(strong[1])[1]:.4f} eV")
print(f"  negative E_f at mu_star {formation(strong[2])[1]:.4f} eV")
x_neutral, x_negative = fractions(T0, strong[1])
print(f"  site fractions: neutral {x_neutral:.3e}, negative {x_negative:.3e}")
print(f"  negative vacancies relative to intrinsic {negative_ratio:.3f}")
print(f"  n relative to intrinsic {carrier_ratio:.3f}")
print(f"  total D relative to intrinsic {strong[5] / intrinsic[5]:.3f}")
print(f"  slope with frozen vacancy population {frozen:.4f} eV")
print(f"  D at {T_low:.0f} K {D_low:.3e}, at {T_high:.0f} K {D_high:.3e} cm^2/s")
print(f"  growth of D {D_high / D_low:.2f}, two-point slope {two_point:.4f} eV")
print(f"  growth from barrier alone {np.exp(BARRIER[1] * delta_beta):.3f}")
print("tests ok")
```

Printed output:

```
gap 1.2 eV, lattice constant 0.5 nm
site density 6.40e+22 cm^-3, attempt frequency 1e+13 1/s
formation energies at mu=0: neutral 3.0, negative 3.4 eV
barriers: neutral 0.4, negative 0.3 eV
spin degeneracies: neutral 1, negative 2
temperature 1200 K, kT 0.1034 eV, 3kT/2 0.1551 eV
effective band density 2.008e+20 cm^-3
slope of flux over the 0.3 eV cosine barrier 0.2893 eV
correlation factor, cell of 128 sites: 0.50588
correlation factor, cell of 1024 sites: 0.50073
Monte Carlo / formula for D: 1.0008
net doping -1e+19 cm^-3:
  mu 0.3080 eV, mu_star (closed form) -0.1496 eV
  n 3.600e+16 cm^-3, p 1.004e+19 cm^-3
  D 2.595e-17 cm^2/s, negative transport share 0.6836
  Q numerical 3.7092 eV, Q closed form 3.7091 eV
  sum with E_f at actual mu (fixed mu) 3.3945 eV
net doping 0e+00 cm^-3:
  mu 0.6000 eV, mu_star (closed form) 0.6000 eV
  n 6.058e+17 cm^-3, p 6.058e+17 cm^-3
  D 3.070e-16 cm^2/s, negative transport share 0.9733
  Q numerical 3.1080 eV, Q closed form 3.1080 eV
  sum with E_f at actual mu (fixed mu) 3.1080 eV
net doping 1e+18 cm^-3:
  mu 0.6779 eV, mu_star (closed form) 1.0804 eV
  n 1.285e+18 cm^-3, p 2.853e+17 cm^-3
  D 6.430e-16 cm^2/s, negative transport share 0.9872
  Q numerical 2.6293 eV, Q closed form 2.6296 eV
  sum with E_f at actual mu (fixed mu) 3.0269 eV
net doping 1e+19 cm^-3:
  mu 0.8920 eV, mu_star (closed form) 1.3496 eV
  n 1.004e+19 cm^-3, p 3.600e+16 cm^-3
  D 5.042e-15 cm^2/s, negative transport share 0.9984
  Q numerical 2.3494 eV, Q closed form 2.3521 eV
  sum with E_f at actual mu (fixed mu) 2.8089 eV
strong n-type, doping 1e19 cm^-3:
  negative E_f at mu 2.5080 eV
  negative E_f at mu_star 2.0504 eV
  site fractions: neutral 2.515e-13, negative 5.861e-11
  negative vacancies relative to intrinsic 16.845
  n relative to intrinsic 16.567
  total D relative to intrinsic 16.421
  slope with frozen vacancy population 0.2976 eV
  D at 1100 K 6.372e-16, at 1300 K 2.893e-14 cm^2/s
  growth of D 45.41, two-point slope 2.3510 eV
  growth from barrier alone 1.627
tests ok
```
